# Counting dangling bonds on Si(001) before and after dimerisation: test program

```python
"""
Result under test: on ideal Si(001) every surface atom has two dangling bonds;
pairing surface atoms along [110] leaves one dangling bond per surface atom.

Symbols (lengths in angstrom):
  a  cubic lattice constant            d  bulk bond length, sqrt(3) a / 4
  L  spacing of surface atoms, a/sqrt(2)
  R  radius of the circle on which a surface atom moves when its two
     back bonds keep length d and the second layer is fixed, a/4
  s  sideways shift of each dimer atom along [110]
Dangling bonds of an atom = 4 - number of neighbours at bonding distance.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom

a = physical_constants["lattice parameter of silicon"][0] / angstrom
d = np.sqrt(3) * a / 4
L = a / np.sqrt(2)
R = a / 4
cutoff = 1.15 * d
REPEAT = 2                      # periodic cell is 2a x 2a in the surface plane


def build_crystal(lowest, highest):
    """Diamond crystal; layers are numbered in units of a/4 along [001]."""
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    sites = []
    for i in range(REPEAT):
        for j in range(REPEAT):
            for k in range(-4, 4):
                for f in fcc:
                    for b in (0, 1):
                        site = (4*i + f[0] + b, 4*j + f[1] + b, 4*k + f[2] + b)
                        if lowest <= site[2] <= highest:
                            sites.append(site)
    sites = np.array(sites)
    return sites * a / 4, sites[:, 2]


def separations(positions):
    """Vectors and distances between atoms, periodic in the surface plane."""
    vectors = positions[None, :, :] - positions[:, None, :]
    box = REPEAT * a
    vectors[:, :, :2] -= box * np.round(vectors[:, :, :2] / box)
    return vectors, np.linalg.norm(vectors, axis=2)


def bond_table(distances):
    return (distances < cutoff) & (distances > 0.1)


def bond_angles(vectors, bonded, atoms):
    angles = []
    for i in atoms:
        v = vectors[i][bonded[i]]
        v = v / np.linalg.norm(v, axis=1)[:, None]
        for p in range(len(v)):
            for q in range(p):
                angles.append(np.degrees(np.arccos(v[p] @ v[q])))
    return np.array(angles)


# Bulk: every interior atom has four neighbours at distance d
bulk, bulk_layer = build_crystal(-6, 2)
bulk_vec, bulk_dist = separations(bulk)
bulk_bonds = bond_table(bulk_dist)
interior = (bulk_layer > -6) & (bulk_layer < 2)
bulk_coordination = bulk_bonds.sum(axis=1)[interior]
assert np.all(bulk_coordination == 4)
assert np.allclose(bulk_dist[bulk_bonds], d, atol=1e-9)

# Each removed site just above the cut was bonded to two surface atoms
vacant = bulk_layer == 1
shared = bulk_bonds[np.ix_(vacant, bulk_layer == 0)].sum(axis=1)
assert np.all(shared == 2)

# Ideal surface: keep layers 0 and below
ideal, layer = build_crystal(-6, 0)
ideal_vec, ideal_dist = separations(ideal)
ideal_bonds = bond_table(ideal_dist)
ideal_dangling = 4 - ideal_bonds.sum(axis=1)
top = layer == 0
n_top = int(top.sum())
area = (REPEAT * a) ** 2
assert np.all(ideal_dangling[top] == 2)
assert np.all(ideal_dangling[(layer < 0) & (layer > -6)] == 0)
assert ideal_dangling[top].sum() == shared.sum()
assert np.isclose(n_top / area, 2 / a**2)

# Dimerised surface: neighbours along [110] approach on their circles
s = (L - d) / 2
drop = R - np.sqrt(R**2 - s**2)
along = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
row_index = np.rint(ideal[top] @ along / L).astype(int)
direction = np.where(row_index % 2 == 0, 1.0, -1.0)
dimer = ideal.copy()
dimer[top] += direction[:, None] * s * along - np.array([0, 0, drop])
dimer_vec, dimer_dist = separations(dimer)
dimer_bonds = bond_table(dimer_dist)
dimer_dangling = 4 - dimer_bonds.sum(axis=1)
new_bonds = int(dimer_bonds[np.ix_(top, top)].sum()) // 2
assert np.all(dimer_dangling[top] == 1)
assert np.all(dimer_dangling[(layer < 0) & (layer > -6)] == 0)
assert new_bonds == n_top // 2
assert np.allclose(dimer_dist[dimer_bonds], d, atol=1e-9)
top_dist = dimer_dist[top]
nearest_nonbonded = top_dist[top_dist > cutoff].min()
assert nearest_nonbonded > 1.3 * d

# Bond angles before and after
second = np.where(layer == -1)[0]
surface = np.where(top)[0]
bulk_angles = bond_angles(bulk_vec, bulk_bonds, np.where(interior)[0])
surface_angles = bond_angles(dimer_vec, dimer_bonds, surface)
second_angles = bond_angles(dimer_vec, dimer_bonds, second)
assert np.ptp(bulk_angles) < 1e-6
bulk_angle = bulk_angles.mean()
surface_bend = np.abs(surface_angles - bulk_angle).max()
second_bend = np.abs(second_angles - bulk_angle).max()
assert second_bend > surface_bend

# Can one atom reach both row neighbours? Scan all positions on the circles.
theta = np.linspace(0, 2 * np.pi, 2001)
circle_x, circle_z = R * np.sin(theta), R * np.cos(theta)


def closest_approach(axis_offset):
    """For each position of the central atom, least distance to a neighbour."""
    dx = axis_offset + circle_x[None, :] - circle_x[:, None]
    dz = circle_z[None, :] - circle_z[:, None]
    return np.sqrt(dx**2 + dz**2).min(axis=1)


both_reach = np.maximum(closest_approach(L), closest_approach(-L)).min()
second_reach = closest_approach(2 * L).min()
assert abs(both_reach - (np.sqrt(L**2 + R**2) - R)) < 1e-4   # grid spacing
assert abs(both_reach - a / 2) < 1e-4
assert abs(second_reach - (2 * L - 2 * R)) < 1e-4
assert both_reach > 1.1 * d and second_reach > d and L > d
assert closest_approach(L).min() < d      # a single partner is within reach

per_cm2 = 1e16                            # from per square angstrom
print(f"lattice constant a: {a:.4f} angstrom")
print(f"bulk bond length d: {d:.4f} angstrom")
print(f"surface atom spacing L: {L:.4f} angstrom")
print(f"circle radius R: {R:.4f} angstrom")
print(f"bulk neighbours per atom: {bulk_coordination.mean():.0f}")
print(f"surface atoms bonded to each removed site: {shared.mean():.0f}")
print(f"surface atoms in the 2a x 2a test cell: {n_top}")
for name, count in (("ideal", ideal_dangling), ("dimerised", dimer_dangling)):
    per_atom = [count[layer == -k].mean() for k in range(3)]
    print(f"{name}: dangling bonds per atom, layers 1 to 3: "
          + ", ".join(f"{value:.0f}" for value in per_atom))
    print(f"{name}: dangling bonds in test cell: {count[top].sum()}")
    print(f"{name}: dangling-bond density: "
          f"{count[top].sum() / area * per_cm2:.3e} cm^-2")
print(f"surface atom density: {n_top / area * per_cm2:.3e} cm^-2")
print(f"new dimer bonds in test cell: {new_bonds}")
print(f"sideways shift s of each atom: {s:.4f} angstrom")
print(f"drop of each atom: {drop:.4f} angstrom")
print(f"dimer: nearest non-bonded distance of a surface atom: "
      f"{nearest_nonbonded:.3f} angstrom")
print(f"bulk bond angle: {bulk_angle:.2f} degrees")
print(f"dimer: angles at surface atoms: {surface_angles.min():.2f} to "
      f"{surface_angles.max():.2f} degrees")
print(f"dimer: angles at second-layer atoms: {second_angles.min():.2f} to "
      f"{second_angles.max():.2f} degrees")
print(f"least distance to the farther of two row neighbours: "
      f"{both_reach:.4f} angstrom")
print(f"least distance to a second row neighbour: {second_reach:.4f} angstrom")
print("all good")
```

Running it gives:

```
lattice constant a: 5.4310 angstrom
bulk bond length d: 2.3517 angstrom
surface atom spacing L: 3.8403 angstrom
circle radius R: 1.3578 angstrom
bulk neighbours per atom: 4
surface atoms bonded to each removed site: 2
surface atoms in the 2a x 2a test cell: 8
ideal: dangling bonds per atom, layers 1 to 3: 2, 0, 0
ideal: dangling bonds in test cell: 16
ideal: dangling-bond density: 1.356e+15 cm^-2
dimerised: dangling bonds per atom, layers 1 to 3: 1, 0, 0
dimerised: dangling bonds in test cell: 8
dimerised: dangling-bond density: 6.781e+14 cm^-2
surface atom density: 6.781e+14 cm^-2
new dimer bonds in test cell: 4
sideways shift s of each atom: 0.7443 angstrom
drop of each atom: 0.2222 angstrom
dimer: nearest non-bonded distance of a surface atom: 3.360 angstrom
bulk bond angle: 109.47 degrees
dimer: angles at surface atoms: 108.45 to 109.47 degrees
dimer: angles at second-layer atoms: 91.17 to 122.49 degrees
least distance to the farther of two row neighbours: 2.7155 angstrom
least distance to a second row neighbour: 4.9651 angstrom
all good
```
